# How Fast Interface Traps Lower Field-Effect Mobility Relative to Hall Mobility: a numerical check

```python
"""
Result under test: apparent field-effect mobility over Hall mobility,
  mu_FE/mu_H = (1 + kappa) D_n / (D_ox + D_n + D_d + D_it)   (Hall factor 1),
D_j = capacitance per area / e^2 (states per area and energy) of the oxide,
mobile electrons, depletion charge and interface traps that follow the gate;
kappa = d ln(mobility) / d ln(mobile density) along the gate sweep.
phi = surface band bending (energy), n = mobile sheet density, n_t = trapped
sheet density. Internal units: eV and nm; Gaussian e^2 = alpha hbar c.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

E2 = sc.alpha * sc.hbar * sc.c / sc.e * 1e9            # eV nm
HBAR2_M = sc.hbar**2 / sc.m_e / sc.e * 1e18            # eV nm^2
TEMP = 300.0
KT = sc.k * TEMP / sc.e
EPS_S, EPS_OX, T_OX = 10.0, 4.0, 50.0
MASS = 0.8                      # density-of-states mass / electron mass
N_A = 1e16 * 1e-21              # acceptors, nm^-3
BULK_GAP = 3.0                  # bulk conduction edge minus Fermi level, eV
D_FLAT, D_EDGE, TAIL = 1e11 * 1e-14, 2e13 * 1e-14, 0.10
TRAP_DEPTH = 1.5                # traps extend this far below the edge, eV
MU_HALL = 100.0                 # cm^2/(V s)
SHEET = 1e14                    # nm^-2 to cm^-2
D_OX = EPS_OX / (4 * np.pi * E2 * T_OX)
N_C = 2 * (MASS * KT / (2 * np.pi * HBAR2_M))**1.5

root_e = np.linspace(0, 9, 181)
w_root = np.full(181, root_e[1])
w_root[0] *= 0.5


def density(phi):
    """Electron volume density where the band bending is phi."""
    eta = (phi - BULK_GAP) / KT
    return N_C * 4 / np.sqrt(np.pi) * np.sum(
        w_root * root_e**2 / (1 + np.exp(root_e**2 - eta)))


def pressure(phi):
    eta = (phi - BULK_GAP) / KT
    return KT * N_C * 8 / (3 * np.sqrt(np.pi)) * np.sum(
        w_root * root_e**4 / (1 + np.exp(root_e**2 - eta)))


def surface_force(phi):
    """e times surface field, from the first integral of Poisson's equation."""
    bulk_part = N_A * (phi - KT + KT * np.exp(-phi / KT))
    return np.sqrt(8 * np.pi * E2 / EPS_S
                   * (pressure(phi) - pressure(0.0) + bulk_part))


# Direct integration of Poisson's equation from the bulk towards the surface.
# Every point of the trajectory can serve as the surface of a device.
def poisson(y, s):
    electrons = density(s[0])
    acceptors = N_A * (1 - np.exp(-s[0] / KT))
    return [s[1], 4 * np.pi * E2 / EPS_S * (electrons + acceptors),
            electrons, acceptors]


def reached(y, s):
    return s[0] - (BULK_GAP + 0.15)


reached.terminal = True
debye = np.sqrt(EPS_S * KT / (4 * np.pi * E2 * N_A))
phi_start = 1e-6
force_start = phi_start / debye
path = solve_ivp(poisson, (0, 5000),
                 [phi_start, force_start, 0.0,
                  force_start * EPS_S / (4 * np.pi * E2)],
                 method="DOP853", rtol=1e-11, atol=1e-14, max_step=5.0,
                 events=reached, dense_output=True)
assert path.status == 1
y_end = path.t[-1]


def state(value, index):
    """(phi, force, n, N_d) where component number index equals value."""
    y = brentq(lambda q: path.sol(q)[index] - value, 0, y_end, xtol=1e-12)
    return path.sol(y)


nodes, weights = np.polynomial.legendre.leggauss(400)
trap_e = 0.5 * TRAP_DEPTH * (nodes - 1)                # relative to band edge
trap_w = 0.5 * TRAP_DEPTH * weights * (D_FLAT + D_EDGE * np.exp(trap_e / TAIL))


def occupation(energy, phi):
    return 1 / (1 + np.exp((energy - (phi - BULK_GAP)) / KT))


def trapped(phi):
    return np.sum(trap_w * occupation(trap_e, phi))


def trap_response(phi):
    f = occupation(trap_e, phi)
    return np.sum(trap_w * f * (1 - f)) / KT


def mobility(n, n_t, gamma, inv_scatter):
    """Relative mobility: screening power gamma, scattering by filled traps."""
    return (n / 0.01)**gamma / (1 + n_t * inv_scatter)


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


print(f"temperature {TEMP:.0f} K, kT = {KT*1e3:.3f} meV")
print(f"dielectric constants: semiconductor {EPS_S:.0f}, oxide {EPS_OX:.0f}")
print(f"oxide thickness {T_OX:.0f} nm, acceptors {N_A*1e21:.1e} cm^-3")
print(f"mass {MASS:.1f} m, band density N_c = {N_C*1e21:.3e} cm^-3")
print(f"bulk band edge above Fermi level: {BULK_GAP:.1f} eV")
print(f"trap density: flat {D_FLAT*SHEET:.1e}, "
      f"edge {D_EDGE*SHEET:.1e} cm^-2 eV^-1")
print(f"trap tail {TAIL:.2f} eV, range {TRAP_DEPTH:.1f} eV below band edge")
print(f"D_ox = {D_OX*SHEET:.3e} cm^-2 eV^-1")
print(f"Hall mobility taken: {MU_HALL:.0f} cm^2/(V s)")

STEP = 5e-4
SCATTER = 2e12 / SHEET
laws = [(0.0, 0.0), (0.5, 0.0), (0.0, 1 / SCATTER)]
rows = []
for n_target in (1e11, 3e11, 1e12, 3e12):
    phi, force, n, n_dep = state(n_target / SHEET, 2)
    low, high = state(phi - STEP, 0), state(phi + STEP, 0)
    dphi = high[0] - low[0]
    F = surface_force(phi)
    assert close(F, force, 1e-5)
    d_n = density(phi) / F
    d_d = N_A * (1 - np.exp(-phi / KT)) / F
    d_it = trap_response(phi)
    n_t = trapped(phi)
    nt_low, nt_high = trapped(low[0]), trapped(high[0])
    assert close((high[2] - low[2]) / dphi, d_n, 3e-4)
    assert close((high[3] - low[3]) / dphi, d_d, 3e-4)
    assert close((nt_high - nt_low) / dphi, d_it, 3e-4)
    # gate energy e(V_G - V_FB) from Gauss's law, traps live or frozen
    du_frozen = dphi + (high[2] + high[3] - low[2] - low[3]) / D_OX
    du_live = du_frozen + (nt_high - nt_low) / D_OX
    base = d_n / (D_OX + d_n + d_d + d_it)
    frozen = d_n / (D_OX + d_n + d_d)
    assert close((high[2] - low[2]) / (D_OX * du_frozen), frozen, 3e-4)
    ratios = []
    for gamma, inv_s in laws:
        kappa = gamma - n * (d_it / d_n) * inv_s / (1 + n_t * inv_s)
        formula = (1 + kappa) * base
        current_change = (high[2] * mobility(high[2], nt_high, gamma, inv_s)
                          - low[2] * mobility(low[2], nt_low, gamma, inv_s))
        measured = current_change / (D_OX * du_live) / mobility(
            n, n_t, gamma, inv_s)
        assert close(measured, formula, 5e-4)
        ratios.append(measured)
    share = d_it / (d_n + d_d + d_it)
    gate = phi + (n + n_dep + n_t) / D_OX
    simple = n * (n + 2 * n_dep) / (2 * KT * (n + n_dep))
    rows.append(dict(n=n, phi=phi, nd=n_dep, nt=n_t, dn=d_n, dd=d_d, dit=d_it,
                     share=share, frozen=frozen, ratios=ratios, gate=gate,
                     simple=simple))

assert close(rows[0]["simple"], rows[0]["dn"], 0.02)   # nondegenerate case
assert all(r["ratios"][0] < r["frozen"] < 1 for r in rows)
assert rows[0]["ratios"][1] < 1 < rows[-1]["ratios"][1]
assert all(r["ratios"][2] < r["ratios"][0] for r in rows)

print("n, N_d, n_t in 1e12 cm^-2; E_F-E_c(surface) in eV; e(V_G-V_FB) in eV")
for r in rows:
    print(f" n={r['n']*100:.2f} N_d={r['nd']*100:.3f} n_t={r['nt']*100:.3f} "
          f"E_F-E_c={r['phi']-BULK_GAP:+.4f} eV_G={r['gate']:.3f}")
print("D_n, nondegenerate D_n, D_d, D_it in 1e12 cm^-2 eV^-1")
for r in rows:
    print(f" n={r['n']*100:.2f} D_n={r['dn']*100:.3f} "
          f"nondeg={r['simple']*100:.3f} D_d={r['dd']*100:.4f} "
          f"D_it={r['dit']*100:.3f}")
print("trap share of incremental charge; mu_FE in cm^2/(V s), constant mu")
for r in rows:
    print(f" n={r['n']*100:.2f} share={r['share']:.4f} "
          f"live traps={MU_HALL*r['ratios'][0]:.2f} "
          f"frozen traps={MU_HALL*r['frozen']:.2f}")
statvolt = sc.c * 1e-6                                 # volts per statvolt
print(f"at n=0.30 live: {MU_HALL*rows[1]['ratios'][0]*statvolt:.4g} "
      "cm^2/(statV s)")
print(f"mu_FE/mu_H: screening power {laws[1][0]:.1f}; "
      f"trap scattering scale {SCATTER*SHEET:.0e} cm^-2")
for r in rows:
    print(f" n={r['n']*100:.2f} screening={r['ratios'][1]:.4f} "
          f"trap scattering={r['ratios'][2]:.4f}")

# Hall effect with capture and emission: random flights in crossed fields.
# Times are in units of the ordinary momentum relaxation time.
rng = np.random.default_rng(7)
flights = 2_000_000
t_capture, t_emission, cyclotron, accel = 4.0, 6.0, 0.5, -1.0
t_loss = 1 / (1 + 1 / t_capture)
flight = rng.exponential(t_loss, flights)
v_start = 0.3 * (rng.normal(size=flights) + 1j * rng.normal(size=flights))
turn = (np.exp(1j * cyclotron * flight) - 1) / (1j * cyclotron)
shift = v_start * turn + accel * (turn - flight) / (1j * cyclotron)
captures = np.count_nonzero(rng.random(flights) < t_loss / t_capture)
time_trapped = rng.exponential(t_emission, captures).sum()
time_free = flight.sum()
mean_velocity = shift.sum() / (time_free + time_trapped)
resistivity = accel / mean_velocity
hall_fraction = -cyclotron / resistivity.imag
hall_time = -resistivity.imag / (resistivity.real * cyclotron)
free_fraction = time_free / (time_free + time_trapped)
assert close(hall_fraction, free_fraction, 0.015)
assert close(hall_time, t_loss, 0.015)
print(f"Hall simulation: capture time {t_capture:.0f}, "
      f"emission time {t_emission:.0f} (units tau_m)")
print(f" Hall density / all electrons = {hall_fraction:.3f}, "
      f"free fraction = {free_fraction:.3f}")
print(f" Hall mobility time = {hall_time:.3f}, "
      f"momentum-loss time = {t_loss:.3f} (units tau_m)")

# Single trap level with its full nonlinear rate equation.
LEVEL, N_LEVEL, CAPTURE = -0.10, 1e12 / SHEET, 1e-9    # eV, nm^-2, cm^3/s
bias = rows[1]
phi_b = bias["phi"]
phis = np.linspace(phi_b - 0.01, phi_b + 0.01, 41)
states = np.array([state(p, 0) for p in phis])
sheet_of_phi = CubicSpline(phis, states[:, 2])
phi_of_charge = CubicSpline(D_OX * phis + states[:, 2] + states[:, 3], phis)
f_b = occupation(LEVEL, phi_b)
nv_b = density(phi_b)
u_b = phi_b + (bias["n"] + bias["nd"] + N_LEVEL * f_b) / D_OX
tau = f_b / (CAPTURE * nv_b * 1e21)                     # seconds
d_level = N_LEVEL * f_b * (1 - f_b) / KT
d_sum = D_OX + bias["dn"] + bias["dd"]
DRIVE = 1e-3                                            # eV


def run(gate_shift, times, max_step):
    """Mobile density at given times (units of tau) after equilibrium."""
    def rate(t, s):
        p = phi_of_charge(D_OX * (u_b + gate_shift(t)) - s[0])
        f = occupation(LEVEL, p)
        return [(density(p) / nv_b) * (f_b / f) * (N_LEVEL * f - s[0])]
    out = solve_ivp(rate, (0, times[-1]), [N_LEVEL * f_b], method="DOP853",
                    rtol=1e-9, atol=1e-13, max_step=max_step, t_eval=times)
    assert out.success
    p = phi_of_charge(D_OX * (u_b + gate_shift(times)) - out.y[0])
    return sheet_of_phi(p)


print(f"single level {-LEVEL:.2f} eV below edge, {N_LEVEL*SHEET:.0e} cm^-2, "
      f"n={bias['n']*100:.2f}")
print(f" capture coefficient {CAPTURE:.0e} cm^3/s, occupation {f_b:.4f}")
print(f" surface density {nv_b*1e21:.3e} cm^-3, "
      f"D_it={d_level*100:.3f}e12 cm^-2 eV^-1")
for omega in (0.1, 1.0, 10.0):
    period = 2 * np.pi / omega
    settle = (np.ceil(15 / period) + 1) * period
    times = settle + period * np.arange(64) / 64
    n_time = run(lambda t: DRIVE * np.cos(omega * t), times, period / 40)
    response = 2 * np.mean(n_time * np.exp(-1j * omega * times)) / (
        D_OX * DRIVE)
    predicted = bias["dn"] / (d_sum + d_level / (1 + 1j * omega))
    assert abs(response - predicted) < 2e-3 * abs(predicted)
    print(f" omega*tau={omega:.1f}: |mu_FE|/mu_H={abs(response):.4f}, "
          f"phase={np.degrees(np.angle(response)):.2f} deg")
print(f" limits: slow drive {bias['dn']/(d_sum+d_level):.4f}, "
      f"fast drive {bias['dn']/d_sum:.4f}")

gap_t = 0.4
n_step = run(lambda t: DRIVE + 0 * t, gap_t * np.arange(1, 4), 0.05)
tau_eff = gap_t / np.log((n_step[0] - n_step[1]) / (n_step[1] - n_step[2]))
assert close(tau_eff, d_sum / (d_sum + d_level), 0.01)
print(f" trap time {tau*1e9:.4f} ns, "
      f"relaxation after gate step {tau_eff*tau*1e9:.4f} ns")
print("all good")
```

Output:

```
temperature 300 K, kT = 25.852 meV
dielectric constants: semiconductor 10, oxide 4
oxide thickness 50 nm, acceptors 1.0e+16 cm^-3
mass 0.8 m, band density N_c = 1.796e+19 cm^-3
bulk band edge above Fermi level: 3.0 eV
trap density: flat 1.0e+11, edge 2.0e+13 cm^-2 eV^-1
trap tail 0.10 eV, range 1.5 eV below band edge
D_ox = 4.421e+11 cm^-2 eV^-1
Hall mobility taken: 100 cm^2/(V s)
n, N_d, n_t in 1e12 cm^-2; E_F-E_c(surface) in eV; e(V_G-V_FB) in eV
 n=0.10 N_d=0.564 n_t=0.976 E_F-E_c=-0.0965 eV_G=6.613
 n=0.30 N_d=0.566 n_t=1.269 E_F-E_c=-0.0638 eV_G=7.764
 n=1.00 N_d=0.568 n_t=1.699 E_F-E_c=-0.0209 eV_G=10.368
 n=3.00 N_d=0.569 n_t=2.047 E_F-E_c=+0.0322 eV_G=15.735
D_n, nondegenerate D_n, D_d, D_it in 1e12 cm^-2 eV^-1
 n=0.10 D_n=3.548 nondeg=3.577 D_d=0.0833 D_it=7.991
 n=0.30 D_n=9.427 nondeg=9.594 D_d=0.0638 D_it=9.782
 n=1.00 D_n=24.620 nondeg=26.347 D_d=0.0352 D_it=9.418
 n=3.00 D_n=51.141 nondeg=67.277 D_d=0.0155 D_it=3.472
trap share of incremental charge; mu_FE in cm^2/(V s), constant mu
 n=0.10 share=0.6876 live traps=29.41 frozen traps=87.10
 n=0.30 share=0.5076 live traps=47.82 frozen traps=94.91
 n=1.00 share=0.2764 live traps=71.33 frozen traps=98.10
 n=3.00 share=0.0636 live traps=92.86 frozen traps=99.11
at n=0.30 live: 1.434e+04 cm^2/(statV s)
mu_FE/mu_H: screening power 0.5; trap scattering scale 2e+12 cm^-2
 n=0.10 screening=0.4411 trap scattering=0.2718
 n=0.30 screening=0.7173 trap scattering=0.4326
 n=1.00 screening=1.0700 trap scattering=0.6395
 n=3.00 screening=1.3930 trap scattering=0.8819
Hall simulation: capture time 4, emission time 6 (units tau_m)
 Hall density / all electrons = 0.400, free fraction = 0.400
 Hall mobility time = 0.799, momentum-loss time = 0.800 (units tau_m)
single level 0.10 eV below edge, 1e+12 cm^-2, n=0.30
 capture coefficient 1e-09 cm^3/s, occupation 0.8021
 surface density 1.477e+18 cm^-3, D_it=6.140e12 cm^-2 eV^-1
 omega*tau=0.1: |mu_FE|/mu_H=0.5883, phase=2.17 deg
 omega*tau=1.0: |mu_FE|/mu_H=0.7056, phase=13.28 deg
 omega*tau=10.0: |mu_FE|/mu_H=0.9416, phase=3.48 deg
 limits: slow drive 0.5865, fast drive 0.9491
 trap time 0.5430 ns, relaxation after gate step 0.3354 ns
all good
```
